# Talman's min-max principle and the optimal no-pair projector: a program that tests the result

```python
"""
Result under test, for one electron in a point Coulomb field (Z*alpha < 1/2):
 (A) Talman: E1 = min over upper spinors f of sup over lower spinors g of the
     Rayleigh quotient of H = c alpha.p + beta M - nu/r, with E1 = s M.
 (B) For every splitting (L+, L-) with a_minus = sup <H> on L- below E1, the
     no-pair energy inf <H> on L+ is at most E1; the spectral projector of H
     reaches E1.
Rydberg atomic units: hbar = 1, m = 1/2, e^2 = 2, c = 2/alpha, M = m c^2,
nu = 2 Z, s = sqrt(1-(Z alpha)^2), lengths in bohr, energies in Ry.
Radial functions G (upper), F (lower); kappa = -(1 + sigma.L) on the upper part.
"""
import numpy as np
import sympy as sp
from mpmath import mp
from scipy import constants
from scipy.linalg import expm
from scipy.optimize import brentq, minimize
from scipy.special import gamma

alpha = constants.fine_structure
rydberg_ev = constants.value('Rydberg constant times hc in eV')
Z = 47
c = 2 / alpha
M = c**2 / 2
nu = 2.0 * Z
a = Z * alpha
s = np.sqrt(1 - a**2)
mu = (1 - s) / a
E1 = s * M

# ---------- spinor algebra, by explicit differentiation ----------
x, y, z = sp.symbols('x y z', real=True)
X = (x, y, z)
rad = sp.sqrt(x*x + y*y + z*z)
sig = (sp.Matrix([[0, 1], [1, 0]]), sp.Matrix([[0, -sp.I], [sp.I, 0]]),
       sp.Matrix([[1, 0], [0, -1]]))


def sig_p(f):
    return sum((-sp.I * sig[j] * f.diff(X[j]) for j in range(3)), sp.zeros(2, 1))


def sig_n(f):
    return sum((sig[j] * f * X[j] / rad for j in range(3)), sp.zeros(2, 1))


def K_op(f):
    out = f
    for i, j, k in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
        out = out - sp.I * sig[i] * (X[j] * f.diff(X[k]) - X[k] * f.diff(X[j]))
    return out


spinor = sp.Matrix([x*z + sp.I*x*y + 2, y + z**2 - sp.I*x**2*y])
identities = (
    sig_p(sig_n(spinor)) - sig_n(sig_p(spinor)) + 2*sp.I*K_op(spinor)/rad,
    K_op(sig_n(spinor)) + sig_n(K_op(spinor)),
    K_op(sig_p(spinor)) + sig_p(K_op(spinor)))
for expression in identities:
    value = expression.subs({x: sp.Rational(3, 7), y: sp.Rational(-4, 5),
                             z: sp.Rational(6, 5)})
    assert all(abs(complex(sp.N(v, 25))) < 1e-12 for v in value)

# ---------- radial quadrature on a logarithmic grid ----------
step = 0.02
r = np.exp(np.arange(-32.0, 5.5, step)) / Z


def integral(values):
    return step * np.sum(values * r)


def upper(kappa, t, zeta):
    G = r**t * np.exp(-zeta * r)
    return G, c * ((t / r - zeta) * G + kappa * G / r)


def W(E):
    return 1 / (M + E + nu / r)


def q_form(E, G, BG):
    return integral((M - E - nu / r) * G**2 + W(E) * BG**2)


# nonnegative remainder of q at E1, in several angular sectors
for kappa, t, zeta in ((-1, 1.0, 60.0), (1, 2.2, 35.0), (-2, 2.0, 25.0), (2, 3.1, 50.0)):
    G, BG = upper(kappa, t, zeta)
    remainder = integral(W(E1) * (BG - np.sign(kappa) * mu * G / W(E1))**2)
    remainder += 2 * c * mu * (abs(kappa) - 1) * integral(G**2 / r)
    q_value = q_form(E1, G, BG)
    assert q_value > 0 and abs(q_value / remainder - 1) < 1e-7

# identity and convexity estimate behind the spectral gap
G, BG = upper(-1, 1.0, 1.2 * Z)
F = -8.0 * r**2 * np.exp(-1.4 * Z * r)
BF = c * (-(2 / r - 1.4 * Z) * F - F / r)
for E in (-0.5 * M, 0.0, 0.7 * M):
    left = integral(G * ((M - E - nu / r) * G + BF)
                    + (2 * W(E) * BG - F) * (BG - F / W(E)))
    right = q_form(E, G, BG) + integral((F - W(E) * BG)**2 / W(E))
    assert abs(left / right - 1) < 1e-8
    tangent = q_form(E1, G, BG) + (E1 - E) * integral(G**2 + (W(E1) * BG)**2)
    assert q_form(E, G, BG) >= tangent


def talman_level(t, zeta):
    G, BG = upper(-1, t, zeta)
    norm = integral(G**2)
    return brentq(lambda E: q_form(E, G, BG) / norm, -0.5 * M, 3 * M, xtol=1e-9)


best = minimize(lambda v: talman_level(v[0], v[1] * Z) - M, [1.0, 1.2],
                method='Nelder-Mead', options={'xatol': 1e-7, 'fatol': 1e-8})
assert abs(best.fun - (E1 - M)) < 1e-5
assert abs(best.x[0] - s) < 1e-3 and abs(best.x[1] - 1) < 1e-3

# ---------- matrix representation, kappa = -1 ----------
mp.dps = 50


def build(log2_step):
    """Orthonormalized functions r exp(-zeta r) for both components."""
    count = int(round(17 / log2_step)) + 1
    zetas = [mp.mpf(Z) * mp.mpf(2)**(-3 + log2_step * k) for k in range(count)]
    S, V, D = (mp.matrix(count, count) for _ in range(3))
    for i, zi in enumerate(zetas):
        for j, zj in enumerate(zetas):
            S[i, j] = 2 / (zi + zj)**3
            V[i, j] = 1 / (zi + zj)**2
            D[i, j] = -zj * S[i, j]
    low = mp.cholesky(S)
    inv = mp.inverse(low)

    def orthonormal(A):
        return np.array((inv * A * inv.T).tolist(), dtype=float)
    f_index = int(round(3 / log2_step))
    f_vec = np.array([float(low[f_index, j]) for j in range(count)])
    return orthonormal(V), orthonormal(D), f_vec / np.linalg.norm(f_vec)


def hamiltonian(charge, inv_r, D):
    one = np.eye(len(D))
    pot = -2.0 * charge * inv_r
    H = np.block([[M * one + pot, c * D.T], [c * D, -M * one + pot]])
    return (H + H.T) / 2


def splitting(charge, inv_r, D):
    n = len(D)
    e, U = np.linalg.eigh(hamiltonian(charge, inv_r, D))
    assert e[n - 1] <= -M + 1e-3 and e[n] > 0
    return U[:, n:], U[:, :n]


def edges(H, plus, minus):
    return (np.linalg.eigvalsh(plus.T @ H @ plus)[0],
            np.linalg.eigvalsh(minus.T @ H @ minus)[-1])


inv_r, D, f_vec = build(0.5)
n = len(D)
H = hamiltonian(Z, inv_r, D)
e, U = np.linalg.eigh(H)
E1_basis, E2_basis, phi = e[n], e[n + 1], U[:, n]
E2 = M / np.sqrt(1 + (a / (1 + s))**2)
assert abs(E1_basis - E1) < 2e-3
assert abs(E2_basis - E2) < 5e-2

# sup over lower components for the fixed upper function r exp(-Z r)
frame = np.zeros((2 * n, n + 1))
frame[:n, 0] = f_vec
frame[n:, 1:] = np.eye(n)
level_matrix = np.linalg.eigvalsh(frame.T @ H @ frame)[-1]
level_quad = talman_level(1.0, float(Z))
assert abs(level_matrix - level_quad) < 5e-3
upper_only = np.linalg.eigvalsh(H[:n, :n])[0]
assert upper_only < -M

# ---------- no-pair energies for projectors of nuclear charge Z' ----------
charges = (0, 25, 43, 45, 47, 49, 51, 54)
table = {}
for charge in charges:
    plus, minus = splitting(charge, inv_r, D)
    energy, a_minus = edges(H, plus, minus)
    phi_minus = minus.T @ phi
    phi_plus = plus.T @ phi
    weight = phi_minus @ phi_minus
    ratio = weight / (phi_plus @ phi_plus)
    a_safe = max(a_minus, -M)
    bound_loss = (E1_basis - a_safe) * ratio
    trial = phi_plus @ (plus.T @ H @ plus) @ phi_plus / (phi_plus @ phi_plus)
    eta = max(0.0, 2 * (charge - Z) * alpha / (1 - 2 * charge * alpha))
    assert eta < 1 and a_minus <= -(1 - eta) * M + 1e-3
    loss = E1_basis - energy
    if charge == Z:
        assert abs(loss) < 1e-4
    else:
        assert loss > 0
    assert loss >= E1_basis - trial - 1e-4 and E1_basis - trial >= bound_loss - 1e-4
    table[charge] = (energy, loss, weight, a_minus, bound_loss, E1_basis - trial)
ratio_below = table[43][1] / table[45][1]
ratio_above = table[51][1] / table[49][1]
assert 3.2 < ratio_below < 4.8 and 3.2 < ratio_above < 4.8

# free projector: coarser basis, and negative-energy weight in momentum space
inv_r2, D2, _ = build(1)
H2 = hamiltonian(Z, inv_r2, D2)
free_coarse = edges(H2, *splitting(0, inv_r2, D2))[0]
assert abs(free_coarse - table[0][0]) < 5e-2
p = Z * np.exp(np.arange(-7.0, 20.0, 0.01))
theta, rho = np.arctan2(p, Z), np.hypot(p, Z)
u = gamma(s + 1) * np.sin((s + 1) * theta) / (p * rho**(s + 1))
w = -mu * (gamma(s) * np.sin(s * theta) / (p**2 * rho**s)
           - gamma(s + 1) * np.cos((s + 1) * theta) / (p * rho**(s + 1)))
eps = np.sqrt(M**2 + (c * p)**2)
amplitude = (c * p * u + (eps + M) * w) / np.sqrt(2 * eps * (eps + M))
weight_momentum = np.sum(p**3 * amplitude**2) / np.sum(p**3 * (u**2 + w**2))
assert abs(weight_momentum / table[0][2] - 1) < 2e-3

# ---------- random splittings, a second maximizer, an inadmissible one ----------
rng = np.random.default_rng(5)
small = e[n - 8:n + 8]
admissible = 0
trials = 400
for _ in range(trials):
    A = rng.normal(size=(16, 16))
    rot = expm(rng.uniform(0, 0.3) * (A - A.T) / np.sqrt(2))
    lowest, highest = edges(np.diag(small), rot[:, 8:], rot[:, :8])
    lowest, highest = min(lowest, e[n + 8]), max(highest, e[n - 9])
    if highest < E1_basis:
        admissible += 1
        assert lowest <= E1_basis + 1e-6
assert admissible > 100

angle = 0.1
plus, minus = U[:, n:].copy(), U[:, :n].copy()
plus[:, 1] = np.cos(angle) * U[:, n + 1] + np.sin(angle) * U[:, n - 1]
minus[:, -1] = np.cos(angle) * U[:, n - 1] - np.sin(angle) * U[:, n + 1]
rotated_energy, rotated_a = edges(H, plus, minus)
assert abs(rotated_energy - E1_basis) < 1e-4 and rotated_a < E1_basis
bad_energy, bad_a = edges(H, U[:, n + 1:], U[:, :n + 1])
assert bad_energy > E1_basis + 1 and abs(bad_a - E1_basis) < 1e-4

# ---------- output ----------
print("Hydrogen-like silver, Z =", Z)
print(f"c = {c:.6f} Rydberg a.u.;  M = mc^2 = {M:.4f} Ry")
print(f"Z alpha = {a:.6f};  s = {s:.6f};  mu = {mu:.6f}")
print(f"E1 = s M = {E1:.4f} Ry")
print(f"E1 - M = {E1 - M:.4f} Ry = {(E1 - M) * rydberg_ev:.2f} eV")
print(f"nonrelativistic -Z^2 = {-Z**2:.1f} Ry")
print(f"Talman level - M, f radial r exp(-Z r): quadrature {level_quad - M:.4f} Ry")
print(f"  same level from matrix maximum over g: {level_matrix - M:.4f} Ry")
for scale in (0.8, 1.2):
    print(f"Talman level - M, G = r exp(-{scale} Z r): {talman_level(1.0, scale*Z) - M:.4f} Ry")
print(f"minimum over G = r^t exp(-zeta r): {best.fun:.4f} Ry")
print(f"  at t = {best.x[0]:.5f}, zeta/Z = {best.x[1]:.5f}")
print(f"functions per component: {n} (coarse basis {len(D2)})")
print(f"E1 - M from full matrix: {E1_basis - M:.4f} Ry")
print(f"E2 - M (2s): formula {E2 - M:.4f} Ry, matrix {E2_basis - M:.4f} Ry")
print("No-pair energies; loss = E1 - E(L+), weight = |L- phi|^2")
for charge in charges:
    energy, loss, weight, a_minus, _, _ = table[charge]
    loss_text = f"{loss:.5f}" if charge != Z else f"{abs(loss):.5f}"
    print(f"Z'={charge:2d}: E-M={energy - M:.4f} Ry, loss={loss_text} Ry, "
          f"weight={weight:.3e}, a_minus+M={a_minus + M:.3f} Ry")
print(f"loss ratio Z'=43 to 45: {ratio_below:.3f};  51 to 49: {ratio_above:.3f}")
print(f"free projector, coarse basis: E-M = {free_coarse - M:.4f} Ry")
print(f"free projector, guaranteed loss from bound: {table[0][4]:.5f} Ry")
print(f"free projector, loss of projected 1s trial: {table[0][5]:.5f} Ry")
print(f"free negative-energy weight, momentum space: {weight_momentum:.4e}")
print(f"upper-spinor projector in this basis: E-M = {upper_only - M:.3e} Ry")
print(f"random splittings: {trials}, admissible: {admissible}, none above E1")
print(f"2s rotated by {angle} rad: E-M = {rotated_energy - M:.4f} Ry, "
      f"a_minus+M = {rotated_a + M:.2f} Ry")
print(f"1s moved to L- (inadmissible): E-M = {bad_energy - M:.4f} Ry")
print("all tests passed")
```

Printed output:

```
Hydrogen-like silver, Z = 47
c = 274.071998 Rydberg a.u.;  M = mc^2 = 37557.7301 Ry
Z alpha = 0.342976;  s = 0.939344;  mu = 0.176851
E1 = s M = 35279.6406 Ry
E1 - M = -2278.0895 Ry = -30994.99 eV
nonrelativistic -Z^2 = -2209.0 Ry
Talman level - M, f radial r exp(-Z r): quadrature -2265.4678 Ry
  same level from matrix maximum over g: -2265.4678 Ry
Talman level - M, G = r exp(-0.8 Z r): -2144.1090 Ry
Talman level - M, G = r exp(-1.2 Z r): -2235.5662 Ry
minimum over G = r^t exp(-zeta r): -2278.0895 Ry
  at t = 0.93934, zeta/Z = 1.00000
functions per component: 35 (coarse basis 18)
E1 - M from full matrix: -2278.0895 Ry
E2 - M (2s): formula -573.9072 Ry, matrix -573.9070 Ry
No-pair energies; loss = E1 - E(L+), weight = |L- phi|^2
Z'= 0: E-M=-2303.2924 Ry, loss=25.20284 Ry, weight=1.785e-04, a_minus+M=-133.044 Ry
Z'=25: E-M=-2283.3462 Ry, loss=5.25668 Ry, weight=3.873e-05, a_minus+M=-133.614 Ry
Z'=43: E-M=-2278.2594 Ry, loss=0.16990 Ry, weight=1.277e-06, a_minus+M=-133.787 Ry
Z'=45: E-M=-2278.1319 Ry, loss=0.04239 Ry, weight=3.191e-07, a_minus+M=-133.792 Ry
Z'=47: E-M=-2278.0895 Ry, loss=0.00000 Ry, weight=1.768e-30, a_minus+M=-133.794 Ry
Z'=49: E-M=-2278.1318 Ry, loss=0.04225 Ry, weight=3.191e-07, a_minus+M=-133.792 Ry
Z'=51: E-M=-2278.2583 Ry, loss=0.16875 Ry, weight=1.276e-06, a_minus+M=-133.786 Ry
Z'=54: E-M=-2278.6053 Ry, loss=0.51573 Ry, weight=3.910e-06, a_minus+M=-133.768 Ry
loss ratio Z'=43 to 45: 4.008;  51 to 49: 3.994
free projector, coarse basis: E-M = -2303.2809 Ry
free projector, guaranteed loss from bound: 13.00497 Ry
free projector, loss of projected 1s trial: 24.68710 Ry
free negative-energy weight, momentum space: 1.7852e-04
upper-spinor projector in this basis: E-M = -1.524e+08 Ry
random splittings: 400, admissible: 386, none above E1
2s rotated by 0.1 rad: E-M = -2278.0895 Ry, a_minus+M = 610.47 Ry
1s moved to L- (inadmissible): E-M = -573.9070 Ry
all tests passed
```
